# Electron energy loss at a floating wall with cold secondary emission: verification in Python

```python
"""
Electron energy loss at a floating, electron-emitting wall.
Result under test: K = 2*T/(1-g) + phi, the net electron energy crossing the
sheath edge per ion lost, for cold secondaries that stay in the plasma.
T: electron temperature (energy); g: flux-averaged yield; phi: sheath drop.
Scaled units: electron mass = 1, energy / T, density / ion edge density,
length / Debye length. M: ion mass / electron mass; psi = phi/T;
E: ion edge energy / T; s: secondary fraction of the edge density;
chi: local drop below the sheath edge / T.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad, solve_ivp
from scipy.optimize import brentq


def sheath_edge(g, M):
    """Floating drop, ion edge energy and secondary fraction."""
    psi, E = max(1.0, np.log((1 - g) * np.sqrt(M / (2 * np.pi)))), 0.5
    for _ in range(300):
        s = g / (1 - g) * np.sqrt(E / (M * psi))
        E = 0.5 / (1 - s * (1 + 0.5 / psi))
        new = np.log((1 - g) * (1 - s) * np.sqrt(M / (4 * np.pi * E)))
        change = abs(new - psi)
        psi = new
        if change < 1e-14:
            break
    assert change < 1e-11
    s = g / (1 - g) * np.sqrt(E / (M * psi))
    E = 0.5 / (1 - s * (1 + 0.5 / psi))
    return psi, E, s


def half_field_squared(chi, psi, E, s):
    """Closed first integral of Poisson's equation."""
    root = np.sqrt(np.maximum(0.0, 1 - chi / psi))
    return (2 * E * (np.sqrt(1 + chi / E) - 1)
            - (1 - s) * (1 - np.exp(-chi)) - 2 * s * psi * (1 - root))


def integrated_charge(psi, E, s):
    """Integral of charge density over the drop, with chi=psi*(1-q*q)."""
    def integrand(q):
        chi = psi * (1 - q * q)
        ions_and_primaries = (1 + chi / E)**-0.5 - (1 - s) * np.exp(-chi)
        return 2 * psi * (q * ions_and_primaries - s)
    return quad(integrand, 0, 1, epsabs=1e-12)[0]


def sheath_width(chi_start, psi, E, s):
    return quad(lambda c: 1 / np.sqrt(2 * half_field_squared(c, psi, E, s)),
                chi_start, psi, epsabs=1e-10, limit=200)[0]


def trace_secondary(plane, g, M, psi, E, s):
    """Motion from rest at the wall, solved together with Poisson's equation.
    The secondary density is flux/speed, so energy conservation is not used."""
    flux = g / (1 - g) * np.sqrt(2 * E / M)

    def rates(t, state):
        y, v, chi, field = state
        rest = (1 + chi / E)**-0.5 - (1 - s) * np.exp(-chi)
        return [v, field, -field * v, -rest * v + flux]

    def reached(t, state):
        return state[2] - plane
    reached.terminal = True
    start = [0, 0, psi, np.sqrt(2 * half_field_squared(psi, psi, E, s))]
    run = solve_ivp(rates, (0, 1000), start, events=reached,
                    method="DOP853", rtol=1e-10, atol=1e-12)
    assert run.status == 1
    return run.y_events[0][0]


def primary_fluxes(plane, psi, s):
    """Net particle and energy flux from the truncated distribution."""
    cutoff = np.sqrt(2 * (psi - plane))
    density = (1 - s) * np.exp(-plane)

    def maxwell(v):
        return np.exp(-v * v / 2) / np.sqrt(2 * np.pi)
    transverse = quad(lambda w: w**3 / 2 * np.exp(-w * w / 2), 0, 15)[0]
    number = quad(lambda v: v * maxwell(v), -cutoff, 15, epsabs=1e-13)[0]
    energy = quad(lambda v: v * (v * v / 2 + transverse) * maxwell(v),
                  -cutoff, 15, epsabs=1e-13)[0]
    return density * number, density * energy


# Inputs of the example: rough typical values for a bromine etching plasma
T = 5.0                       # eV
g = 0.3
edge_density = 5e10           # cm^-3
pressure = 5.0                # mTorr
gas_temperature = 400.0       # K
gap = 10.0                    # cm
emission_energy = 2.0         # eV, mean for warm secondaries
elastic_yield = 0.1           # part of g that is elastic reflection
tail_ratio = 0.8              # tail temperature / T
electron_cross_section = 2e-15  # cm^2
ion_cross_section = 1e-14       # cm^2
negative_ion_temperature = 0.1  # eV
bromine_mass = 79.904           # u
M = bromine_mass * const.atomic_mass / const.m_e - 1

# Energy balance, wall field and trajectory for several yields and planes
worst_balance = 0.0
for yield_test in (0.1, 0.3, 0.7, 0.95):
    psi, E, s = sheath_edge(yield_test, M)
    grid = np.linspace(0.05, psi, 300)
    assert np.all(half_field_squared(grid, psi, E, s) > 0)
    assert abs(integrated_charge(psi, E, s)
               - half_field_squared(psi, psi, E, s)) < 1e-9
    ion_flux = np.sqrt(2 * E / M)
    secondary_flux = yield_test * ion_flux / (1 - yield_test)
    for plane in (0.1, psi / 2):
        y, v, chi, field = trace_secondary(plane, yield_test, M, psi, E, s)
        assert abs(field**2 / 2 - half_field_squared(plane, psi, E, s)) < 1e-6
        assert abs(y - sheath_width(plane, psi, E, s)) < 1e-3
        number, energy = primary_fluxes(plane, psi, s)
        assert abs((number - secondary_flux) / ion_flux - 1) < 1e-6
        measured = (energy - secondary_flux * v * v / 2) / ion_flux
        derived = 2 / (1 - yield_test) + psi - plane
        worst_balance = max(worst_balance, abs(measured / derived - 1))
assert worst_balance < 1e-6


# Saturation: 1-g = k/sqrt(M), with k found from zero wall field
def saturation_coefficient(mass):
    return brentq(lambda k: half_field_squared(
        *(lambda p, e, f: (p, p, e, f))(*sheath_edge(1 - k / mass**0.5, mass))),
        7.5, 20)


k_sat = saturation_coefficient(M)
g_sat = 1 - k_sat / np.sqrt(M)
psi_sat, E_sat, s_sat = sheath_edge(g_sat, M)
assert abs(integrated_charge(psi_sat, E_sat, s_sat)) < 1e-8
assert integrated_charge(*sheath_edge(1 - 0.99 * k_sat / M**0.5, M)) < 0
assert integrated_charge(*sheath_edge(1 - 1.01 * k_sat / M**0.5, M)) > 0
assert abs(saturation_coefficient(M / 4) / k_sat - 1) < 0.03

# Trend with yield, from the full edge solution
step = 1e-4


def scaled_loss(yield_value):
    return 2 / (1 - yield_value) + sheath_edge(yield_value, M)[0]


slope = (scaled_loss(g + step) - scaled_loss(g - step)) / (2 * step)
slope_formula = (1 + g) / (1 - g)**2
assert abs(slope / slope_formula - 1) < 0.01

psi, E, s = sheath_edge(g, M)
psi_simple = np.log((1 - g) * np.sqrt(M / (2 * np.pi)))
assert abs(psi_simple - psi) < 0.005

# Random wall events: energy-dependent yield, warm and elastic electrons, transit
rng = np.random.default_rng(31)
events = 1_000_000
arrival = rng.exponential(size=events) + rng.exponential(size=events)
choice = rng.random(events)
elastic = choice < 0.1
true_secondary = (choice >= 0.1) & (choice < 0.1 + 0.05 * arrival)
emitted = elastic | true_secondary
warm = 0.2 * (rng.exponential(size=events) + rng.exponential(size=events))
emission = np.where(elastic, arrival, warm)
retained = emitted & (rng.random(events) >= 0.2)
escaped = emitted & ~retained
energy_out = (np.sum(arrival + psi) - np.sum((emission + psi)[emitted])
              + np.sum((emission + psi)[escaped]))
random_loss = energy_out / (events - emitted.sum() + escaped.sum())
q_test = 0.8 * (0.1 + 0.05 * 2)
returned_energy = 0.8 * (0.1 * 2 + 0.05 * 2 * 0.4)
random_formula = (2 - returned_energy) / (1 - q_test) + psi
assert abs(random_loss - random_formula) < 0.015

# Cooled isotropic tail: u is normal energy above threshold, w transverse
tail_flux = dblquad(lambda w, u: np.exp(-(u + w) / tail_ratio),
                    0, 35, 0, 35, epsabs=1e-9)[0]
tail_energy = dblquad(lambda w, u: (u + w) * np.exp(-(u + w) / tail_ratio),
                      0, 35, 0, 35, epsabs=1e-9)[0] / tail_flux
assert abs(tail_flux - tail_ratio**2) < 1e-6
assert abs(tail_energy - 2 * tail_ratio) < 1e-6

# Worked example
wall_term, drop = 2 * T / (1 - g), psi * T
loss = wall_term + drop
loss_no_emission = T * scaled_loss(0.0)
speed = np.sqrt(2 * E * T * const.e / (M * const.m_e)) * 100
ion_flux = edge_density * speed
power = ion_flux * loss * const.e * 1000
debye = np.sqrt(const.epsilon_0 * T / (const.e * edge_density * 1e6)) * 1000
width = debye * sheath_width(0.1, psi, E, s)
gas_density = (pressure * 1e-3 * const.torr
               / (const.k * gas_temperature) * 1e-6)
beam_path = 1 / (gas_density * electron_cross_section)
ion_path = 10 / (gas_density * ion_cross_section)
transit = np.exp(-gap / beam_path)
q = g * (1 - transit)
warm_shift = -g * emission_energy / (1 - g)
elastic_shift = -elastic_yield * 2 * T / (1 - g)
transit_wall = 2 * T / (1 - q) - wall_term
transit_drop = T * np.log((1 - q) / (1 - g))
tail_wall = (tail_ratio - 1) * wall_term
tail_drop = 2 * T * np.log(tail_ratio)
suppression = np.exp(-0.5 * (T / negative_ion_temperature - 1))
hartree = const.physical_constants["Hartree energy in eV"][0]

print(f"Input electron temperature: {T:.1f} eV; yield g: {g:.2f}")
print(f"Input edge density: {edge_density:.1e} cm^-3; gap: {gap:.1f} cm")
print(f"Input pressure: {pressure:.1f} mTorr; gas: {gas_temperature:.0f} K")
print(f"Br+ mass / electron mass: {M:.0f}")
print(f"Primary electrons arriving per ion: {1/(1-g):.4f}")
print(f"Secondaries returning per ion: {g/(1-g):.4f}")
print(f"Scaled drop psi, full: {psi:.4f}; simple log: {psi_simple:.4f}")
print(f"Secondary fraction of edge density: {s:.3e}")
print(f"Ion energy at sheath edge: {E*T:.3f} eV")
print(f"Wall term 2T/(1-g): {wall_term:.2f} eV")
print(f"Sheath drop: {drop:.2f} eV")
print(f"Electron loss per ion K: {loss:.2f} eV = {loss/hartree:.3f} hartree")
print(f"Loss including presheath work: {loss+E*T:.2f} eV")
print(f"Loss without emission: {loss_no_emission:.2f} eV")
print(f"Increase caused by emission: {loss-loss_no_emission:.2f} eV")
print(f"If returned beam energy were ignored: {(2*T+drop)/(1-g):.2f} eV")
print(f"Slope d(K/T)/dg, numeric: {slope:.4f}; formula: {slope_formula:.4f}")
print(f"Ion edge speed: {speed:.3e} cm/s")
print(f"Ion flux: {ion_flux:.3e} cm^-2 s^-1")
print(f"Electron power flux at edge: {power:.1f} mW/cm^2")
print(f"Saturation yield: {g_sat:.4f}; (1-g_c)*sqrt(M): {k_sat:.3f}")
print(f"At saturation: psi={psi_sat:.3f}, E={E_sat:.3f}, s={s_sat:.4f}")
for value in (0.0, 0.3, 0.6, 0.9, g_sat):
    p = sheath_edge(value, M)[0]
    print(f"g={value:.4f}: wall {2*T/(1-value):.2f} eV, "
          f"drop {p*T:.2f} eV, K {T*(2/(1-value)+p):.2f} eV")
print(f"Debye length: {debye:.4f} mm")
print(f"Sheath width from chi=0.1 to wall: {width:.3f} mm")
print(f"Input ion cross section: {ion_cross_section:.1e} cm^2")
print(f"Ion mean free path: {ion_path:.2f} mm")
print(f"Input beam cross section: {electron_cross_section:.1e} cm^2")
print(f"Beam mean free path: {beam_path:.2f} cm; transit: {transit:.4f}")
print(f"Transit shift: wall {transit_wall:.2f} eV, drop {transit_drop:.2f} eV")
print(f"Transit shift, total: {transit_wall+transit_drop:.2f} eV")
print(f"Input mean warm emission energy: {emission_energy:.1f} eV")
print(f"Warm-emission shift: {warm_shift:.2f} eV")
print(f"Input elastic part of yield: {elastic_yield:.2f}")
print(f"Elastic-reflection shift: {elastic_shift:.2f} eV")
print(f"Input tail temperature / T: {tail_ratio:.2f}")
print(f"Tail shift: wall {tail_wall:.2f} eV, drop {tail_drop:.2f} eV")
print(f"Tail shift, total: {tail_wall+tail_drop:.2f} eV")
print(f"Input negative-ion temperature: {negative_ion_temperature:.2f} eV")
print(f"Negative/electron ratio factor over T/2 drop: {suppression:.1e}")
print(f"Largest relative error of energy balance: {worst_balance:.1e}")
print(f"Random-event K/T: {random_loss:.4f}; formula: {random_formula:.4f}")
print("verified")
```

Running it gives:

```
Input electron temperature: 5.0 eV; yield g: 0.30
Input edge density: 5.0e+10 cm^-3; gap: 10.0 cm
Input pressure: 5.0 mTorr; gas: 400 K
Br+ mass / electron mass: 145655
Primary electrons arriving per ion: 1.4286
Secondaries returning per ion: 0.4286
Scaled drop psi, full: 4.6683; simple log: 4.6689
Secondary fraction of edge density: 3.676e-04
Ion energy at sheath edge: 2.501 eV
Wall term 2T/(1-g): 14.29 eV
Sheath drop: 23.34 eV
Electron loss per ion K: 37.63 eV = 1.383 hartree
Loss including presheath work: 40.13 eV
Loss without emission: 35.13 eV
Increase caused by emission: 2.50 eV
If returned beam energy were ignored: 47.63 eV
Slope d(K/T)/dg, numeric: 2.6502; formula: 2.6531
Ion edge speed: 2.458e+05 cm/s
Ion flux: 1.229e+16 cm^-2 s^-1
Electron power flux at edge: 74.1 mW/cm^2
Saturation yield: 0.9786; (1-g_c)*sqrt(M): 8.182
At saturation: psi=1.016, E=0.578, s=0.0902
g=0.0000: wall 10.00 eV, drop 25.13 eV, K 35.13 eV
g=0.3000: wall 14.29 eV, drop 23.34 eV, K 37.63 eV
g=0.6000: wall 25.00 eV, drop 20.54 eV, K 45.54 eV
g=0.9000: wall 100.00 eV, drop 13.53 eV, K 113.53 eV
g=0.9786: wall 466.45 eV, drop 5.08 eV, K 471.53 eV
Debye length: 0.0743 mm
Sheath width from chi=0.1 to wall: 0.778 mm
Input ion cross section: 1.0e-14 cm^2
Ion mean free path: 8.28 mm
Input beam cross section: 2.0e-15 cm^2
Beam mean free path: 4.14 cm; transit: 0.0894
Transit shift: wall -0.53 eV, drop 0.19 eV
Transit shift, total: -0.34 eV
Input mean warm emission energy: 2.0 eV
Warm-emission shift: -0.86 eV
Input elastic part of yield: 0.10
Elastic-reflection shift: -1.43 eV
Input tail temperature / T: 0.80
Tail shift: wall -2.86 eV, drop -2.23 eV
Tail shift, total: -5.09 eV
Input negative-ion temperature: 0.10 eV
Negative/electron ratio factor over T/2 drop: 2.3e-11
Largest relative error of energy balance: 1.9e-11
Random-event K/T: 6.8204; formula: 6.8207
verified
```
